# Diffusion-limited current through a Mott barrier with a constant-field layer

## Result

A Mott barrier consists of a metal, an undoped semiconductor layer of thickness $d$ and a heavily n-doped region. When transport through the layer, and not supply by the metal, limits the electron current, the current density is

$$J=J_0(V)\left(e^{qV/kT}-1\right),\qquad J_0(V)=\frac{q\mu N_cF\,e^{-\phi_B/kT}}{1-e^{-u}},$$

$$F=\frac{V_{bi}-V}{d},\qquad u=\frac{q(V_{bi}-V)}{kT}.$$

Here $q>0$ is the elementary charge, $\mu$ the electron mobility, $N_c$ the effective density of states, $\phi_B$ the barrier energy and $V_{bi}$ the built-in voltage. For $u\gg1$ the denominator is close to 1 and the prefactor is proportional to $V_{bi}-V$. Forward bias lowers it and reverse bias raises it, so in this model the reverse current grows linearly with voltage instead of saturating. Image force and tunnelling, estimated below, make the growth faster than linear for the example contact.

## Conventions and assumptions

The metal surface is at $x=0$ and the doped region begins at $x=d$. Energies are measured from the metal Fermi level. In the doped region the conduction-band edge $E_C$ lies $\phi_n$ above the electron quasi-Fermi level $E_{Fn}$, and $qV_{bi}=\phi_B-\phi_n$. A forward bias $V>0$ raises $E_{Fn}$ in the doped region to $qV$. Current is positive when electrons flow into the metal.

The model is one-dimensional and steady, without recombination. It uses Boltzmann statistics, a constant mobility and the Einstein relation $D=\mu kT/q$. The layer carries no space charge, and the whole band drop falls across it. The electrons at $x=0$ are in equilibrium with the metal, and $E_{Fn}$ is flat in the doped region. The bias stays below flat band, $V<V_{bi}$.

## Derivation

**Band edge.** Without charge, Poisson's equation gives $d^2E_C/dx^2=0$, so $E_C$ is a straight line. Its end values are $E_C(0)=\phi_B$ and $E_C(d)=\phi_n+qV$. The drop between them is $\phi_B-\phi_n-qV=q(V_{bi}-V)$, hence

$$E_C(x)=\phi_B-qFx .$$

The force on an electron, $-dE_C/dx=qF$, points away from the metal. $F$ is the magnitude of the electric field, which itself points toward the metal.

**Current.** The electron flux in the $+x$ direction is $n\mu F-D\,dn/dx$. Multiplication by $-q$ gives the current in the chosen sign:

$$J=-q\mu nF+qD\frac{dn}{dx}.$$

The density is $n=N_c\exp[(E_{Fn}-E_C)/kT]$. Since $dE_C/dx=-qF$, its derivative is

$$\frac{dn}{dx}=\frac{n}{kT}\left(\frac{dE_{Fn}}{dx}+qF\right).$$

With $qD=\mu kT$, the diffusion term becomes $\mu n\,dE_{Fn}/dx+q\mu nF$. Its second part cancels the drift term, leaving

$$J=\mu n\frac{dE_{Fn}}{dx}.$$

**Integration.** Define $w=e^{E_{Fn}/kT}$. Then $n=N_ce^{-E_C/kT}w$ and $dE_{Fn}/dx=(kT/w)\,dw/dx$. Substitution gives

$$J\,e^{E_C/kT}=\mu kTN_c\frac{dw}{dx}.$$

In steady state without recombination, $J$ does not depend on $x$. The boundary values are $w(0)=1$ and $w(d)=e^{qV/kT}$, so integration over the layer yields

$$J\int_0^d e^{E_C/kT}dx=\mu kTN_c\left(e^{qV/kT}-1\right).$$

The integral acts as a resistance. For the linear band edge, and with $qFd/kT=u$,

$$\int_0^d e^{E_C/kT}dx=e^{\phi_B/kT}\int_0^de^{-qFx/kT}dx
=e^{\phi_B/kT}\frac{kT}{qF}\left(1-e^{-u}\right).$$

Division by this integral gives the stated result.

It is useful to write

$$J_0=qn_mv_d,\qquad n_m=N_ce^{-\phi_B/kT},\qquad v_d=\frac{\mu F}{1-e^{-u}}.$$

Here $n_m$ is the electron density at the metal surface and $v_d$ is an effective velocity. The barrier fixes $n_m$, and in this model the voltage dependence of the prefactor lies in $v_d$.

## Where the bias acts

Integrating only from 0 to $x$ gives the profile

$$\frac{w(x)-1}{e^{qV/kT}-1}=\frac{1-e^{-qFx/kT}}{1-e^{-u}}.$$

At $x=kT/qF$ and for $u\gg1$, this fraction is $1-1/e\approx0.632$. Most of the resistance therefore lies within a few lengths $kT/qF$ of the metal, where the barrier is highest. A stronger field narrows this region and raises the prefactor.

In reverse bias, with $qV_{bi}\gg kT$ and $e^{qV/kT}\ll1$, the profile gives to leading order

$$n(x)\approx n_m\left[1+e^{(qFx+qV)/kT}\right].$$

The second term is small for $x$ well below $|V|/F$. Over that distance the density is nearly $n_m$, and the electrons drift away from the metal at velocity $\mu F$. The reverse current is then $-qn_m\mu F$, which explains its linear growth.

## Limits and ideality factor

**Strong reverse bias.** With both exponentials neglected,

$$J\approx-\frac{q\mu n_m}{d}(V_{bi}-V),\qquad \frac{dJ}{dV}\approx\frac{q\mu n_m}{d}.$$

The straight reverse line, extended to positive voltage, meets $J=0$ at $V=V_{bi}$.

**Flat band.** As $u\to0$, $1-e^{-u}\approx u$. Since $\mu F=Du/d$, the velocity tends to $D/d$. Using $n_me^{qV_{bi}/kT}=N_ce^{-\phi_n/kT}\equiv n_d$, the current becomes

$$J\to\frac{qD}{d}(n_d-n_m).$$

This is pure diffusion between two fixed densities. It is a limit of the formula, not a prediction for a real layer: electrons from the doped side enter the layer and spoil the constant field before flat band is reached.

**Ideality factor.** Because $e^{qV/kT}-1=e^{qV/kT}(1-e^{-qV/kT})$, a local ideality factor can be defined for all biases in the range by

$$\frac1{n_{id}}=\frac{kT}{q}\frac{d}{dV}\ln\frac{J}{1-e^{-qV/kT}}
=1+\frac{kT}{q}\frac{d\ln J_0}{dV},$$

with the continuous limit taken at $V=0$. The voltage enters $J_0$ through $g(u)=u/(1-e^{-u})$, since $v_d=(D/d)g(u)$. Its logarithmic derivative is

$$\frac{d\ln g}{du}=\frac1u-\frac{e^{-u}}{1-e^{-u}}=\frac1u-\frac1{e^u-1}.$$

With $du/dV=-q/kT$,

$$\frac1{n_{id}}=1-\frac1u+\frac1{e^u-1}.$$

For $u\gg1$ this is close to $1-1/u$. For small $u$, the expansion $1/(e^u-1)=1/u-1/2+u/12+\dots$ gives $1/n_{id}\to1/2$. The formula thus gives $n_{id}=2$ at flat band without any recombination.

**Comparison with a uniformly doped barrier.** Let a semiconductor of donor density $N$ and permittivity $\varepsilon$ be depleted to a width $W$. The field at the metal is $F_m=qNW/\varepsilon$, and the band drop divided by $q$ is $V_{bi}-V=qNW^2/2\varepsilon$. Eliminating $W$ gives

$$F_m=\sqrt{\frac{2qN(V_{bi}-V)}{\varepsilon}}.$$

If the field changes little over $kT/qF_m$, the resistance integral is governed by $F_m$, and $J_0\approx qn_m\mu F_m$. The prefactor then follows a square root, and $1/n_{id}\approx1-1/(2u)$. The linear law belongs to the undoped layer.

## When the metal limits the current

The condition of equilibrium at $x=0$ requires the metal to exchange electrons faster than the layer removes or delivers them. The one-way thermal flux per unit density is

$$v_R=\int_0^\infty v\sqrt{\frac{m}{2\pi kT}}\,e^{-mv^2/2kT}dv=\sqrt{\frac{kT}{2\pi m}},$$

where $m$ is the effective mass. Let $w_0=w(0)$ now differ from 1. The contact and the layer carry the same current:

$$J=qn_mv_R(w_0-1),\qquad J=qn_mv_d(e^{qV/kT}-w_0).$$

Dividing each equation by its velocity and adding them eliminates $w_0$:

$$J=\frac{qn_m(e^{qV/kT}-1)}{1/v_R+1/v_d}
=\frac{J_0(e^{qV/kT}-1)}{1+v_d/v_R}.$$

The diffusion limit needs $v_d\ll v_R$. In the opposite limit the prefactor is $qn_mv_R$. This is thermionic emission, and in this model its prefactor does not depend on voltage.

The condition can be expressed through the mean free path $l=\bar v\tau$, with $\mu=q\tau/m$ and mean speed $\bar v=\sqrt{8kT/\pi m}=4v_R$. For $u\gg1$,

$$\frac{v_d}{v_R}=\frac{4\mu F}{\bar v}=\frac{4qFl}{m\bar v^2}=\frac{\pi}{2}\frac{qFl}{kT}.$$

The band edge must fall by much less than $kT$ over one mean free path.

## Worked example

The parameters are rough values in the regime of a high-work-function metal on amorphous indium-gallium-zinc oxide. They are $d=200$ nm, $\phi_B=0.80$ eV, $\phi_n=0.05$ eV, $\mu=5$ cm$^2$/Vs, $m=0.34$ electron masses, relative permittivity 10 and $T=300$ K. Thus $V_{bi}=0.75$ V, $kT=0.02585$ eV and $N_c=4.975\times10^{18}$ cm$^{-3}$.

The density at the metal is

$$n_m=(4.975\times10^{18})(3.636\times10^{-14})=1.809\times10^5\ \mathrm{cm^{-3}}.$$

At zero bias, $F=0.75\ \mathrm{V}/200\ \mathrm{nm}=0.0375$ MV/cm. Since $u=29.0$, the denominator is 1 to the digits used, and $v_d=\mu F=1.875\times10^5$ cm/s. Hence

$$J_0(0)=(1.602\times10^{-19})(1.809\times10^5)(1.875\times10^5)
=5.43\times10^{-9}\ \mathrm{A/cm^2}.$$

| $V$ (V) | $F$ (MV/cm) | $J_0$ (A/cm²) | $J$ (A/cm²) | $n_{id}$ |
|---:|---:|---:|---:|---:|
| −1.0 | 0.0875 | 1.27e−8 | −1.27e−8 | 1.015 |
| 0.0 | 0.0375 | 5.43e−9 | 0 | 1.036 |
| 0.2 | 0.0275 | 3.98e−9 | 9.12e−6 | 1.049 |
| 0.4 | 0.0175 | 2.54e−9 | 1.33e−2 | 1.080 |
| 0.6 | 0.0075 | 1.09e−9 | 13.1 | 1.204 |

From 0 to −1 V the prefactor grows by $1.75/0.75=2.33$. At 0.4 V it has fallen to $0.35/0.75=0.467$ of its zero-bias value. Holding it at that value would overestimate the current at 0.4 V by a factor of 2.14. The exponential still dominates the forward curve, while the prefactor sets the shape of the reverse curve.

As a test of the integrated formula, the drift-diffusion equation was solved directly for $n(x)$ by finite differences at eight biases from −1 V to flat band. The largest relative difference in current was $2.1\times10^{-5}$. This tests the solution of the model, not its assumptions.

## Size of the neglected effects

Each factor below multiplies the ideal $J_0$. The last column includes finite metal supply as well as tunnelling.

| $V$ (V) | Metal supply | Image force | Supply and tunnelling |
|---:|---:|---:|---:|
| −1.0 | 0.913 | 2.18 | 2.12 |
| 0.0 | 0.961 | 1.55 | 1.45 |
| 0.4 | 0.981 | 1.29 | 1.22 |

**Metal supply.** At zero bias, $v_d/v_R=(1.875\times10^5)/(4.613\times10^6)=0.041$, so the prefactor falls by about 4%. The mean free path is 0.18 nm and $kT/qF$ is 6.9 nm, which formally satisfies the condition for the diffusion limit. A path shorter than an atomic spacing cannot be a literal free flight, however. The simple band picture is strained in this oxide, and the supply factor is only a rough estimate.

**Image force.** An electron near the metal gains the energy $-q^2/(16\pi\varepsilon x)$. Adding this to $E_C$ and setting the derivative to zero puts the maximum at $x_m=\sqrt{q/(16\pi\varepsilon F)}$. There the field and image terms each contribute $qFx_m$, so the barrier falls by

$$\Delta\phi=2qFx_m=\sqrt{\frac{q^3F}{4\pi\varepsilon}}.$$

This is 0.023 eV at zero bias and 0.0355 eV at −1 V. The simple estimate $e^{\Delta\phi/kT}$ gives about 2.5 at zero bias, whereas the full resistance integral gives 1.55. The integral depends on the width of the rounded barrier top as well as on its height. With this correction alone, the ratio $J_0(-1\ \mathrm V)/J_0(0)$ rises from 2.33 to $2.33\times2.18/1.55=3.3$. The reverse current then grows faster than linearly.

**Tunnelling.** An electron at energy $\varepsilon_t$ below the barrier top meets the band edge at $x=\varepsilon_t/qF$. The WKB transmission through the triangular barrier is

$$\mathcal T=\exp\left[-\frac2\hbar\int_0^{\varepsilon_t/qF}\!\!\sqrt{2m(\varepsilon_t-qFx)}\,dx\right]
=\exp\left[-\frac{4\sqrt{2m}\,\varepsilon_t^{3/2}}{3\hbar qF}\right].$$

The estimate adds an exchange current $qn_mv_R\,e^{\varepsilon_t/kT}\mathcal T\,(w-1)\,d\varepsilon_t/kT$ at that position. It assumes coherent passage. Because the mean free path is much shorter than $kT/qF$, scattering should reduce the effect. The image force raises the transmission at a fixed energy, but it also lowers and rounds the top, so the relative gain from tunnelling changes little. The same WKB estimate on the image-rounded barrier, without the supply limit, gives combined factors of about 4.2, 2.3 and 1.6 at −1, 0 and 0.4 V. These lie within about 10% of the product of the last two columns. All these factors indicate a possible size of the effect and are not bounds.

**Space charge.** A nonlinear Poisson solution with a flat quasi-Fermi level includes electrons spilling into the layer and depletion of the doped side. These change $J_0$ by the factors 0.97, 0.94, 0.91, 0.80 and 0.28 at −1, 0, 0.2, 0.4 and 0.6 V. Up to 0.4 V, part of the band drop is taken up near or beyond $x=d$, and the field at the metal is weakened by the same factor. At 0.6 V the flat quasi-Fermi level is too rough an assumption: it reverses the field at the metal and moves the band maximum about 26 nm into the layer. When $E_{Fn}(x)$ is solved together with Poisson's equation, the field at the metal is about 0.09 of $F$ and the factor is 0.32 instead of 0.28. The factors up to 0.4 V are unchanged. The constant-field formula is no longer useful at 0.6 V. The values of $n_{id}$ in the worked example omit this added voltage dependence, so they are too low under forward bias. With space charge included they become about 1.06, 1.12 and 1.8 at 0.2, 0.4 and 0.6 V. At −1 and 0 V, image force and tunnelling are the largest; at 0.4 V all three are of similar size.

Residual donors of density $N_i$ act in the opposite direction. For fixed end values and a depleted layer, $d^2E_C/dx^2=q^2N_i/\varepsilon$. Integrating twice gives the field magnitude at the metal:

$$F(0)=\frac{V_{bi}-V}{d}+\frac{qN_id}{2\varepsilon}.$$

With $N_i=10^{15}$ cm$^{-3}$, the zero-bias factor rises from 0.941 to 0.984, or by about 5%. By the linear law, ten times as many donors would raise the field by roughly half.

## Relation to real contacts

A barrier near 0.8 eV and a mobility of several cm$^2$/Vs are plausible for this oxide. A film may contain more donors than the assumed residual density of $10^{15}$ cm$^{-3}$, or charged gap states. Their charge breaks the constant-field assumption. Positive charge raises the field at the metal, as estimated above for a depleted layer; negative charge lowers it. Barrier variations across the contact can matter more: a local reduction of 0.06 eV raises $e^{-\phi_B/kT}$ about tenfold at 300 K. Gap-state trapping, density-dependent mobility, series resistance and breakdown are also left out.

Temperature has a strong effect. With barrier, doping, mass and mobility held fixed, the current at 0.2 V rises from $9.1\times10^{-6}$ A/cm$^2$ at 300 K to $3.1\times10^{-4}$ A/cm$^2$ at 350 K, a factor of 34.

The diffusion limit does not carry over to a silicide on crystalline silicon merely by changing the barrier. With a rough mobility of 1000 cm$^2$/Vs and the other example values held fixed, $v_d/v_R$ would be about 8 at zero bias. The implied drift velocity of $3.75\times10^7$ cm/s exceeds the saturation velocity of silicon, about $10^7$ cm/s, so the low-field mobility law fails. With saturation the ratio is about 2. The metal supply is then the larger of the two resistances, and the diffusion limit does not hold.

## Implementation

Near flat band, direct evaluation of $F/(1-e^{-u})$ becomes $0/0$. A stable form is

$$v_d=\frac Dd\,g(u),\qquad g(u)=\frac{u}{-\operatorname{expm1}(-u)},$$

where $\operatorname{expm1}(y)=e^y-1$ is evaluated without cancellation. For very small $|u|$, use $g=1+u/2+u^2/12$. The bias factor should likewise be computed as $\operatorname{expm1}(qV/kT)$, which preserves accuracy near zero bias.

A circuit solver also needs the derivative. With $s(u)=1/u-1/(e^u-1)$, the product rule gives

$$\frac{dJ}{dV}=\frac{qJ_0}{kT}\left[e^{qV/kT}-s(u)\left(e^{qV/kT}-1\right)\right].$$

For small $u$, use $s=1/2-u/12$. At $V=0$ the second term vanishes, and the example has a conductance per area of $5.43\times10^{-9}/0.02585=2.1\times10^{-7}$ A/(cm$^2$V). If $v_d/v_R$ is not small, use the series formula and differentiate its prefactor as well. The numerical output below lists the remaining values.

## Computed results

```
temperature 300 K, kT 0.02585 eV
undoped thickness d 200 nm
barrier phi_B 0.80 eV, phi_n 0.05 eV
built-in voltage Vbi 0.75 V
mobility 5.0 cm2/Vs, D 0.1293 cm2/s
mass 0.34 m_e, rel. permittivity 10.0
Nc 4.975e+18 cm^-3
doped-side density 7.192e+17 cm^-3
residual donors in layer 1.0e+15 cm^-3
exp(-phi_B/kT) 3.6357e-14
electron density at metal 1.8088e+05 cm^-3
V (V) | F (MV/cm) | u | J0 (A/cm2) | J (A/cm2) | n_id
-1.00 | 0.08750 | 67.693 | 1.2679e-08 | -1.2679e-08 | 1.0150
-0.50 | 0.06250 | 48.352 | 9.0561e-09 | -9.0561e-09 | 1.0211
 0.00 | 0.03750 | 29.011 | 5.4337e-09 | 0.0000e+00 | 1.0357
 0.20 | 0.02750 | 21.275 | 3.9847e-09 | 9.1213e-06 | 1.0493
 0.40 | 0.01750 | 13.539 | 2.5357e-09 | 1.3299e-02 | 1.0798
 0.60 | 0.00750 | 5.802 | 1.0900e-09 | 1.3092e+01 | 1.2038
J0(-1 V)/J0(0) 2.3333
J0(0.4 V)/J0(0) 0.4667
flat-band J0 1.8730e-10 A/cm2
reverse slope, formula 7.2449e-09 A/(cm2 V)
reverse slope, numerical 7.2449e-09 A/(cm2 V)
largest relative error of J formula 2.1e-05
share of rise within kT/qF at 0.3 V 0.6321
kT/qF at 0 V 6.894 nm
mean free path 0.178 nm
supply velocity vR 4.613e+06 cm/s
diffusion velocity vd at 0 V 1.875e+05 cm/s
Factors on J0, each neglected effect taken alone:
V (V) | metal supply | image force | supply + tunnelling
-1.00 | 0.9134 | 2.181 | 2.124
 0.00 | 0.9609 | 1.549 | 1.449
 0.40 | 0.9814 | 1.290 | 1.215
V (V) | spill-over and depletion | same + residual donors
-1.00 | 0.969 | 0.989
 0.00 | 0.941 | 0.984
 0.20 | 0.906 | 0.962
 0.40 | 0.800 | 0.874
 0.60 | 0.278 | 0.312
image-force lowering at 0 V 0.0232 eV
image-force lowering at -1 V 0.0355 eV
doped side, Fermi/Boltzmann density 0.9526
J at 0.2 V and 350 K 3.0745e-04 A/cm2
J(0.2 V) ratio 350 K to 300 K 33.71
```
